# Why PAW forces sum to zero, and how grids break this: a numerical check

```python
# Result under test: the atomic forces of a PAW energy in a plane-wave basis
# add up to zero when all integrals are exact and the orbitals are stationary.
# The sum is broken by (i) aliasing of the exchange-correlation (xc) energy
# density on a grid and (ii) projector overlaps summed on a real-space grid.
# Model: two atoms in a periodic cube, doubly occupied orbitals, one s and three
# p projectors per atom, S = 1 + sum q |p><p|, rho = sum f |<p|psi>|^2,
# one-centre energy = sum k rho + U Q^2 / 2 with Q = sum q rho.
# Compensation charge, ion charge and core density are Gaussians.
# Internal units are atomic units; printed units are eV and angstrom.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.special import jv, gamma

HA = sc.physical_constants["Hartree energy in eV"][0]
A0 = sc.physical_constants["Bohr radius"][0] * 1e10
FORCE = HA / A0

# ---------------------------------------------------------------- parameters
CELL = 4.0 / A0
VOL = CELL**3
ECUT = 120.0 / HA
NBAND = 2
OCC = 2.0
POS = np.array([[0.31, 0.47, 0.23], [1.81, 1.57, 1.13]]) / A0
ZION = np.array([2.0, 2.0])
W_ION = np.array([0.40, 0.50]) / A0
W_COMP = np.array([0.45, 0.45]) / A0
W_CORE = np.array([0.30, 0.32]) / A0
N_CORE = np.array([1.0, 1.0])
Q_PROJ = np.array([0.30, 0.15, 0.15, 0.15, 0.20, 0.10, 0.10, 0.10])
K_PROJ = np.array([-4.0, 3.0, 3.0, 3.0, -3.0, 2.0, 2.0, 2.0]) / HA
U_ONE = np.array([2.0, 3.0]) / HA
RC = 1.0 / A0          # projector radius
POWER = 3              # radial shape (1 - r^2/RC^2)^POWER

# ------------------------------------------- plane waves and density harmonics
K = 13                 # harmonics -6..6 hold the density without wrap-around
freq = np.rint(np.fft.fftfreq(K, 1.0 / K)).astype(int)
cube = np.stack(np.meshgrid(freq, freq, freq, indexing="ij"), -1)
GC = 2 * np.pi / CELL * cube
GC2 = (GC**2).sum(-1)
n_pw = cube[GC2 / 2 <= ECUT]
assert 4 * np.abs(n_pw).max() + 1 == K
G = 2 * np.pi / CELL * n_pw
KIN = (G**2).sum(1) / 2
NPW = len(G)
slot = n_pw % K
diff = (n_pw[:, None] - n_pw[None]) % K
COULOMB = np.where(GC2 > 0, 4 * np.pi / np.where(GC2 > 0, GC2, 1.0), 0.0)
F_ION = np.exp(-GC2 * W_ION[:, None, None, None]**2 / 2)
F_COMP = np.exp(-GC2 * W_COMP[:, None, None, None]**2 / 2)
F_CORE = np.exp(-GC2 * W_CORE[:, None, None, None]**2 / 2)


def to_grid(coef, size):
    big = np.zeros((size,) * 3, complex)
    big[np.ix_(freq % size, freq % size, freq % size)] = coef
    return np.fft.ifftn(big).real * size**3


def from_grid(values):
    size = values.shape[0]
    full = np.fft.fftn(values) / size**3
    return full[np.ix_(freq % size, freq % size, freq % size)]


def xc(n, kind):
    """xc energy density and its derivative."""
    if kind == "quadratic":
        return -0.6 * n**2, -1.2 * n
    if kind == "cubic":
        return -0.8 * n**2 + 0.3 * n**3, -1.6 * n + 0.9 * n**2
    cx = 0.75 * (3 / np.pi)**(1 / 3)
    return -cx * n * np.cbrt(n), -4 / 3 * cx * np.cbrt(n)


# ------------------------------------------------------------------ projectors
def ball(g, power):
    """Fourier integral of (1 - r^2/RC^2)^power over the sphere."""
    x = np.maximum(np.asarray(g, float) * RC, 1e-4)
    return (np.pi**1.5 * RC**3 * gamma(power + 1)
            * (2 / x)**(power + 1.5) * jv(power + 1.5, x))


NORM_S = 1 / np.sqrt(ball(0.0, 2 * POWER))
NORM_P = 1 / np.sqrt(RC**2 / (2 * (2 * POWER + 1)) * ball(0.0, 2 * POWER + 1))


def overlap_exact(wave, centre):
    g = np.sqrt((wave**2).sum(1))
    s = NORM_S * ball(g, POWER)
    p = (NORM_P * RC**2 / (2 * (POWER + 1)) * 1j * wave.T
         * ball(g, POWER + 1))
    return np.vstack([s[None, :], p]) * np.exp(1j * wave @ centre) / np.sqrt(VOL)


def overlap_grid(centre, size):
    axis = np.arange(size) * CELL / size
    pts = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1)
    pts = pts.reshape(-1, 3)
    d = pts - centre
    d = d - CELL * np.round(d / CELL)
    inside = (d**2).sum(1) < RC**2
    pts, d = pts[inside], d[inside]
    u = 1 - (d**2).sum(1) / RC**2
    slope = (-2 * POWER / RC**2 * u[:, None]**(POWER - 1) * d).T
    value = np.vstack([NORM_S * u[None, :]**POWER, NORM_P * d.T * u**POWER])
    grad = np.empty((4, 3, len(u)))
    grad[0] = NORM_S * slope
    for b in range(3):
        grad[1 + b] = NORM_P * d[:, b] * slope
        grad[1 + b, b] += NORM_P * u**POWER
    wave = np.exp(1j * pts @ G.T) * np.sqrt(VOL) / size**3
    return value @ wave, -(grad @ wave)


def projectors(pos, size):
    """Overlaps <p|G> and position derivatives; size None means exact."""
    b_all, db_all = [], []
    for centre in pos:
        if size is None:
            b = overlap_exact(G, centre)
            db = 1j * G.T[None] * b[:, None, :]
        else:
            b, db = overlap_grid(centre, size)
        b_all.append(b)
        db_all.append(db)
    return np.concatenate(b_all), np.concatenate(db_all)


# ------------------------------------------------------------ energy and forces
def density(c, b):
    box = np.zeros((c.shape[1], K, K, K), complex)
    box[:, slot[:, 0], slot[:, 1], slot[:, 2]] = c.T
    psi = np.fft.ifftn(box, axes=(1, 2, 3)) * K**3 / np.sqrt(VOL)
    return (OCC * (np.abs(psi)**2).sum(0),
            OCC * (np.abs(b @ c)**2).sum(1))


def fields(dens, rho, pos, kind, xc_size):
    n = from_grid(dens)
    phase = np.exp(-1j * np.einsum("xyzk,ak->axyz", GC, pos)) / VOL
    comp = (Q_PROJ * rho).reshape(2, 4).sum(1)
    moving = (comp[:, None, None, None] * F_COMP
              - ZION[:, None, None, None] * F_ION) * phase
    core = N_CORE[:, None, None, None] * F_CORE * phase
    charge = n + moving.sum(0)
    vh = COULOMB * charge
    n_xc = n + core.sum(0)
    e_dens, v = xc(to_grid(n_xc, xc_size), kind)
    vx = from_grid(v)
    energy = (VOL / 2 * (charge.conj() * vh).real.sum() + VOL * e_dens.mean()
              + K_PROJ @ rho + (U_ONE * comp**2).sum() / 2)
    v_comp = VOL * (vh.conj() * F_COMP * phase).real.sum((1, 2, 3))
    dion = K_PROJ + Q_PROJ * np.repeat(U_ONE * comp + v_comp, 4)
    return dict(energy=energy, vh=vh, vx=vx, dion=dion, comp=comp,
                moving=moving, core=core, n_xc=n_xc)


def hamiltonian(f, b):
    v = f["vh"] + f["vx"]
    h = v[diff[..., 0], diff[..., 1], diff[..., 2]]
    h = h + np.diag(KIN) + b.conj().T @ (f["dion"][:, None] * b)
    return (h + h.conj().T) / 2


def evaluate(c, eps, pos, kind, xc_size, proj_size):
    """Energy and forces of given orbitals, stationary or not."""
    b, db = projectors(pos, proj_size)
    dens, rho = density(c, b)
    f = fields(dens, rho, pos, kind, xc_size)
    energy = f["energy"] + OCC * (KIN[:, None] * np.abs(c)**2).sum()
    pull = f["vh"].conj() * f["moving"] + f["vx"].conj() * f["core"]
    force = -VOL * np.einsum("axyz,xyzk->ak", -1j * pull, GC).real
    p = b @ c
    dp = db @ c
    weight = f["dion"][:, None] - eps[None, :] * Q_PROJ[:, None]
    term = 2 * OCC * np.einsum("in,in,ikn->ik", weight, p.conj(), dp).real
    force = force - term.reshape(2, 4, 3).sum(1)
    return dict(E=energy, F=force, net=force.sum(0), c=c, eps=eps, f=f, b=b,
                dens=dens, rho=rho, weight=weight)


def solve(pos, kind, xc_size, proj_size, start=None):
    b, _ = projectors(pos, proj_size)
    s = np.eye(NPW) + b.conj().T @ (Q_PROJ[:, None] * b)
    scale = np.sqrt(VOL / K**3)
    if start is None:
        phase = np.exp(-1j * np.einsum("xyzk,ak->axyz", GC, pos)) / VOL
        guess = (ZION[:, None, None, None] * phase).sum(0)
        guess = guess * np.exp(-GC2 * (0.6 / A0)**2 / 2)
        x = np.concatenate([to_grid(guess, K).ravel() * scale, np.zeros(8)])
    else:
        x = np.concatenate([start["dens"].ravel() * scale, start["rho"]])
    xs, rs = [], []
    for _ in range(80):
        f = fields(x[:-8].reshape(K, K, K) / scale, x[-8:], pos, kind, xc_size)
        eps, c = eigh(hamiltonian(f, b), s, subset_by_index=[0, NBAND])
        dens, rho = density(c[:, :NBAND], b)
        r = np.concatenate([dens.ravel() * scale, rho]) - x
        if np.linalg.norm(r) < 1e-10:
            break
        xs.append(x)
        rs.append(r)
        xs, rs = xs[-9:], rs[-9:]
        step = 0.5 * r
        if len(xs) > 1:
            dx = np.diff(np.array(xs), axis=0).T
            dr = np.diff(np.array(rs), axis=0).T
            coef = np.linalg.lstsq(dr, r, rcond=None)[0]
            step = step - (dx + 0.5 * dr) @ coef
        x = x + step
    assert np.linalg.norm(r) < 1e-10, "self-consistency not reached"
    out = evaluate(c[:, :NBAND], eps[:NBAND], pos, kind, xc_size, proj_size)
    out["gap"] = eps[NBAND] - eps[NBAND - 1]
    assert out["gap"] > 0.01
    return out


def xc_harmonics(state, kind, size):
    """Net force from xc harmonics at the reciprocal vectors of the grid."""
    fine = 3 * size
    e_dens, _ = xc(to_grid(state["f"]["n_xc"], fine), kind)
    coef = np.fft.fftn(e_dens) / fine**3
    total = np.zeros(3)
    for m in np.ndindex(3, 3, 3):
        m = np.array(m) - 1
        value = coef[tuple((m * size) % fine)]
        total += VOL * (1j * value).real * 2 * np.pi / CELL * size * m
    return total


def projection_leak(state, pos, size):
    """Net force from the change of overlaps when atoms and orbitals co-move."""
    h = 1e-4
    p = state["b"] @ state["c"]
    total = np.zeros(3)
    for k in range(3):
        moved = []
        for sign in (1, -1):
            a = np.zeros(3)
            a[k] = sign * h
            b, _ = projectors(pos + a, size)
            moved.append(b @ (np.exp(-1j * G @ a)[:, None] * state["c"]))
        dp = (moved[0] - moved[1]) / (2 * h)
        total[k] = -2 * OCC * (state["weight"] * (p.conj() * dp).real).sum()
    return total


def size_of(v):
    return np.linalg.norm(v) * FORCE


def vec(v):
    return " ".join(f"{t:.6f}" for t in np.asarray(v) * FORCE)


COARSE, FULL = 14, 20   # cubic functional has harmonics up to 18

# -------------------------------------------------- exact integrals: no net force
exact = solve(POS, "cubic", FULL, None)
assert size_of(exact["net"]) < 1e-6
assert np.abs(exact["F"]).max() * FORCE > 1e-2
electrons = exact["dens"].mean() * VOL + exact["f"]["comp"].sum()
assert abs(electrons - 4) < 1e-8
shift = np.array([0.10, 0.0, 0.0]) / A0
exact_moved = solve(POS + shift, "cubic", FULL, None)
exact_change = (exact_moved["E"] - exact["E"]) * HA
assert abs(exact_change) < 1e-7

# ------------------------------- non-stationary orbitals: residual gives the sum
rng = np.random.default_rng(1)
noise = rng.normal(size=(NPW, NBAND)) + 1j * rng.normal(size=(NPW, NBAND))
c_bad = exact["c"] + 0.01 * noise / (1 + KIN[:, None])
bad = evaluate(c_bad, exact["eps"], POS, "cubic", FULL, None)
over = np.eye(NPW) + bad["b"].conj().T @ (Q_PROJ[:, None] * bad["b"])
residual = hamiltonian(bad["f"], bad["b"]) @ c_bad - over @ c_bad * bad["eps"]
bad_formula = np.array([2 * OCC * ((-1j * G[:, k:k + 1] * c_bad).conj()
                                   * residual).real.sum() for k in range(3)])
assert size_of(bad["net"]) > 1e-3
assert size_of(bad["net"] - bad_formula) < 1e-7

# ------------------------------------------------------------- xc aliasing alone
alias = solve(POS, "cubic", COARSE, None, exact)
alias_formula = xc_harmonics(alias, "cubic", COARSE)
assert size_of(alias["net"]) > 1e-5
assert size_of(alias["net"] - alias_formula) < 1e-6
quad = solve(POS, "quadratic", COARSE, None, exact)
assert size_of(quad["net"]) < 1e-6
lda_sizes = [14, 20, 28, 40]
lda, last = [], exact
for size in lda_sizes:
    last = solve(POS, "lda", size, None, last)
    lda.append(size_of(last["net"]))
assert lda[-1] < 0.2 * lda[0]

# ---------------------------------------------------- real-space projection alone
proj_sizes = [14, 20, 28]
proj = [solve(POS, "cubic", FULL, size, exact) for size in proj_sizes]
for size, state in zip(proj_sizes, proj):
    assert size_of(state["net"] - projection_leak(state, POS, size)) < 1e-6
assert size_of(proj[0]["net"]) > 1e-5
assert size_of(proj[-1]["net"]) < size_of(proj[0]["net"])

# the overlap error is the sum of exact overlaps at waves shifted by grid vectors
pick = np.arange(0, NPW, 6)
leak = (overlap_grid(POS[0], COARSE)[0] - overlap_exact(G, POS[0]))[0, pick]
m = np.arange(-10, 11)
m = np.stack(np.meshgrid(m, m, m, indexing="ij"), -1).reshape(-1, 3)
m = m[(m**2).sum(1) > 0] * 2 * np.pi / CELL * COARSE
images = np.array([overlap_exact(G[j] + m, POS[0])[0].sum() for j in pick])
leak_error = np.linalg.norm(leak - images) / np.linalg.norm(leak)
assert leak_error < 0.02

# -------------------------------------------------------------- both errors at once
both = solve(POS, "cubic", COARSE, COARSE, exact)
both_xc = xc_harmonics(both, "cubic", COARSE)
both_proj = projection_leak(both, POS, COARSE)
assert size_of(both["net"] - both_xc - both_proj) < 1e-6
h = 0.001 / A0
step = np.array([h, 0.0, 0.0])
one = np.array([[h, 0.0, 0.0], [0.0, 0.0, 0.0]])
ep, em = [solve(POS + t * step, "cubic", COARSE, COARSE, both)["E"]
          for t in (1, -1)]
rigid_slope = -(ep - em) / (2 * h)
assert (abs(rigid_slope - both["net"][0]) * FORCE
        < 2e-3 * size_of(both["net"]) + 1e-6)
ep, em = [solve(POS + t * one, "cubic", COARSE, COARSE, both)["E"]
          for t in (1, -1)]
atom_slope = -(ep - em) / (2 * h)
assert abs(atom_slope - both["F"][0, 0]) * FORCE < 1e-4

# energy along a rigid shift through one grid spacing
spacing = CELL / COARSE
egg = [both["E"]]
for j in range(1, 6):
    a = np.array([j * spacing / 6, 0.0, 0.0])
    egg.append(solve(POS + a, "cubic", COARSE, COARSE, both)["E"])
egg_range = (max(egg) - min(egg)) * HA

# -------------------------------------------------------------------------- output
print(f"cell edge: {CELL*A0:.2f} angstrom; cutoff: {ECUT*HA:.1f} eV; "
      f"plane waves: {NPW}")
for a in range(2):
    print(f"atom {a+1} position: " + " ".join(f"{t*A0:.2f}" for t in POS[a])
          + f" angstrom; ion charge {ZION[a]:.1f} e; core {N_CORE[a]:.1f} e")
    print(f"atom {a+1} Gaussian widths ion, compensation, core: "
          f"{W_ION[a]*A0:.2f} {W_COMP[a]*A0:.2f} {W_CORE[a]*A0:.2f} angstrom")
    print(f"atom {a+1} q_s, q_p: {Q_PROJ[4*a]:.2f} {Q_PROJ[4*a+1]:.2f}; "
          f"k_s, k_p, U: {K_PROJ[4*a]*HA:.1f} {K_PROJ[4*a+1]*HA:.1f} "
          f"{U_ONE[a]*HA:.1f} eV")
print(f"projector radius: {RC*A0:.2f} angstrom; shape power: {POWER}")
print(f"coarse grid: {COARSE} points per edge, spacing {spacing*A0:.4f} angstrom")
print(f"grid exact for the cubic functional: {FULL} points per edge")
print(f"exact case, total energy: {exact['E']*HA:.6f} eV")
print("exact case, occupied levels: "
      + " ".join(f"{t*HA:.4f}" for t in exact["eps"])
      + f" eV; gap {exact['gap']*HA:.4f} eV")
print("exact case, compensation charges: "
      + " ".join(f"{t:.5f}" for t in exact["f"]["comp"])
      + f" e; all electrons {electrons:.8f}")
print(f"exact case, force on atom 1: {vec(exact['F'][0])} eV/angstrom")
print(f"exact case, force on atom 2: {vec(exact['F'][1])} eV/angstrom")
print(f"exact case, size of net force: {size_of(exact['net']):.1e} eV/angstrom")
print(f"exact case, energy change on 0.10 angstrom rigid shift: "
      f"{exact_change:.1e} eV")
print(f"perturbed orbitals, net force: {vec(bad['net'])} eV/angstrom")
print(f"perturbed orbitals, residual formula: {vec(bad_formula)} eV/angstrom")
print(f"xc aliasing only, net force: {vec(alias['net'])} eV/angstrom")
print(f"xc aliasing only, harmonic formula: {vec(alias_formula)} eV/angstrom")
print(f"quadratic functional, coarse grid, size of net force: "
      f"{size_of(quad['net']):.1e} eV/angstrom")
for size, value in zip(lda_sizes, lda):
    print(f"LDA exchange, xc grid {size}, size of net force: "
          f"{value:.2e} eV/angstrom")
for size, state in zip(proj_sizes, proj):
    print(f"real-space projection only, grid {size}, net force: "
          f"{vec(state['net'])} eV/angstrom; size {size_of(state['net']):.2e}")
print(f"projector image sum, relative mismatch: {leak_error:.1e}")
print(f"both errors, force on atom 1: {vec(both['F'][0])} eV/angstrom")
print(f"both errors, force on atom 2: {vec(both['F'][1])} eV/angstrom")
print(f"both errors, net force: {vec(both['net'])} eV/angstrom")
print(f"both errors, xc part: {vec(both_xc)} eV/angstrom")
print(f"both errors, projection part: {vec(both_proj)} eV/angstrom")
print(f"both errors, size of net force: {size_of(both['net']):.6f} eV/angstrom"
      f" = {np.linalg.norm(both['net']):.3e} hartree/bohr")
print(f"both errors, minus rigid-shift energy slope, x: "
      f"{rigid_slope*FORCE:.6f} eV/angstrom")
print(f"both errors, minus energy slope for atom 1, x: "
      f"{atom_slope*FORCE:.6f} eV/angstrom")
print(f"both errors, energy range over six rigid shifts in one spacing: "
      f"{egg_range:.3e} eV")
print("all tests passed")
```

Output:

```
cell edge: 4.00 angstrom; cutoff: 120.0 eV; plane waves: 179
atom 1 position: 0.31 0.47 0.23 angstrom; ion charge 2.0 e; core 1.0 e
atom 1 Gaussian widths ion, compensation, core: 0.40 0.45 0.30 angstrom
atom 1 q_s, q_p: 0.30 0.15; k_s, k_p, U: -4.0 3.0 2.0 eV
atom 2 position: 1.81 1.57 1.13 angstrom; ion charge 2.0 e; core 1.0 e
atom 2 Gaussian widths ion, compensation, core: 0.50 0.45 0.32 angstrom
atom 2 q_s, q_p: 0.20 0.10; k_s, k_p, U: -3.0 2.0 3.0 eV
projector radius: 1.00 angstrom; shape power: 3
coarse grid: 14 points per edge, spacing 0.2857 angstrom
grid exact for the cubic functional: 20 points per edge
exact case, total energy: 15.761927 eV
exact case, occupied levels: -2.4779 3.0004 eV; gap 3.5603 eV
exact case, compensation charges: 0.21162 0.10036 e; all electrons 4.00000000
exact case, force on atom 1: -2.150108 -2.319422 -2.101246 eV/angstrom
exact case, force on atom 2: 2.150108 2.319422 2.101246 eV/angstrom
exact case, size of net force: 5.2e-10 eV/angstrom
exact case, energy change on 0.10 angstrom rigid shift: 6.0e-15 eV
perturbed orbitals, net force: -0.297624 0.199403 -0.202592 eV/angstrom
perturbed orbitals, residual formula: -0.297624 0.199403 -0.202592 eV/angstrom
xc aliasing only, net force: 0.003091 -0.003376 -0.004338 eV/angstrom
xc aliasing only, harmonic formula: 0.003091 -0.003376 -0.004338 eV/angstrom
quadratic functional, coarse grid, size of net force: 8.0e-10 eV/angstrom
LDA exchange, xc grid 14, size of net force: 3.40e-03 eV/angstrom
LDA exchange, xc grid 20, size of net force: 3.91e-05 eV/angstrom
LDA exchange, xc grid 28, size of net force: 1.66e-06 eV/angstrom
LDA exchange, xc grid 40, size of net force: 1.39e-09 eV/angstrom
real-space projection only, grid 14, net force: 0.004599 -0.000023 -0.006478 eV/angstrom; size 7.94e-03
real-space projection only, grid 20, net force: 0.000942 -0.000203 0.001954 eV/angstrom; size 2.18e-03
real-space projection only, grid 28, net force: -0.000789 -0.000036 -0.000125 eV/angstrom; size 8.00e-04
projector image sum, relative mismatch: 5.4e-05
both errors, force on atom 1: -2.148718 -2.323942 -2.109823 eV/angstrom
both errors, force on atom 2: 2.156408 2.320542 2.099007 eV/angstrom
both errors, net force: 0.007690 -0.003399 -0.010817 eV/angstrom
both errors, xc part: 0.003091 -0.003376 -0.004338 eV/angstrom
both errors, projection part: 0.004599 -0.000023 -0.006478 eV/angstrom
both errors, size of net force: 0.013700 eV/angstrom = 2.664e-04 hartree/bohr
both errors, minus rigid-shift energy slope, x: 0.007691 eV/angstrom
both errors, minus energy slope for atom 1, x: -2.148717 eV/angstrom
both errors, energy range over six rigid shifts in one spacing: 7.978e-04 eV
all tests passed
```
